# The electron-phonon vertex when the overlap moves with the atoms, part 1

(Sections cited here and not found follow in the later parts.)

Hartree atomic units are used throughout. A prime means the derivative with respect to a displacement amplitude \(u\), taken at \(u=0\).

## 1. One level, then two

Take a single level of energy \(\varepsilon\) that does not respond to the displacement at all, so its coupling to the displacement is zero. Represent the normalized state \(\Psi\) through an auxiliary amplitude \(\tilde\psi\) by \(\Psi=t(u)\tilde\psi\), with \(t\) a real number that depends on \(u\). Multiplying \(H\Psi=\varepsilon\Psi\) by \(t\) gives \(\tilde H\tilde\psi=\varepsilon S\tilde\psi\) with \(\tilde H=t^2\varepsilon\) and \(S=t^2\). The derivatives are
\[
h\equiv\tilde H'=2tt'\varepsilon,\qquad s\equiv S'=2tt' .
\]
The derivative of \(\tilde H\) is not zero, although nothing physical changes. The combination \(h-\varepsilon s\) is zero. The auxiliary Hamiltonian changes partly because the measure of length changes, and the term \(-\varepsilon s\) removes that part.

With two levels it must be decided which energy multiplies \(s\). Let \(H=\mathrm{diag}(\varepsilon_1,\varepsilon_2)\) again be independent of \(u\), so that the true coupling vanishes, and let \(\Psi=T\tilde\psi\) with \(T=1+uX\), where \(X\) is real with \(X_{12}=a\), \(X_{21}=b\) and zero diagonal. Then \(\tilde H=T^{\dagger}HT\), \(S=T^{\dagger}T\), and to first order \(h=X^{\dagger}H+HX\), \(s=X^{\dagger}+X\). The off-diagonal elements are
\[
h_{21}=X_{12}\varepsilon_1+\varepsilon_2X_{21}=a\varepsilon_1+b\varepsilon_2=h_{12},\qquad s_{21}=a+b=s_{12}.
\]
Three natural subtractions give
\[
h_{21}-\varepsilon_1s_{21}=b(\varepsilon_2-\varepsilon_1),\qquad h_{21}-\varepsilon_2s_{21}=a(\varepsilon_1-\varepsilon_2),
\]
\[
h_{21}-\tfrac12(\varepsilon_1+\varepsilon_2)s_{21}=\tfrac12(b-a)(\varepsilon_2-\varepsilon_1).
\]
All three vanish when \(\varepsilon_1=\varepsilon_2\), and for general \(a\), \(b\) none vanishes otherwise. The subtraction that gives the true value, zero, is \(h_{21}-\varepsilon_1a-\varepsilon_2b\): each energy weights its own part of \(s\).

The case \(a=-b\) is sharper. There \(s=0\), because \(T\) is a rotation to first order, and \(h_{21}=b(\varepsilon_2-\varepsilon_1)\). The same pair \((h,s)\) would arise from \(T=1\) and a Hamiltonian with a real coupling of that size. So \(\tilde H(u)\) and \(S(u)\) do not determine the coupling between levels of different energy. The statement that the vertex is "\(h-\varepsilon s\)" is therefore complete only for \(\varepsilon_m=\varepsilon_n\), called on shell below.

## 2. Perturbing the generalized eigenproblem

Let atoms sit at \(\tau_l=R_l+u\,d_l\) with a real pattern \(d_l\). The smooth states of an ultrasoft or PAW calculation obey
\[
\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n,\qquad\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn},
\]
with \(\tilde H\) Hermitian and \(S\) Hermitian and positive. The derivative \(h=\tilde H'\) is the total one and includes the change of the self-consistent potential. For any operator, \(O_{mn}=\langle\tilde\psi_m|O|\tilde\psi_n\rangle\) with the states at \(u=0\).

The states are complete, \(\sum_m|\tilde\psi_m\rangle\langle\tilde\psi_m|S=1\), so \(\tilde\psi_n'=\sum_mc_{mn}\tilde\psi_m\) with \(c_{mn}=\langle\tilde\psi_m|S|\tilde\psi_n'\rangle\). Differentiating \((\tilde H-\varepsilon_nS)\tilde\psi_n=0\) gives
\[
(h-\varepsilon_ns-\varepsilon_n'S)\tilde\psi_n+(\tilde H-\varepsilon_nS)\tilde\psi_n'=0 .
\]
Project on \(\tilde\psi_m\). Since \(\langle\tilde\psi_m|\tilde H=\varepsilon_m\langle\tilde\psi_m|S\), the last term becomes \((\varepsilon_m-\varepsilon_n)c_{mn}\), and
\[
\Gamma^R_{mn}-\varepsilon_n'\delta_{mn}+(\varepsilon_m-\varepsilon_n)c_{mn}=0,\qquad\Gamma^R_{mn}\equiv h_{mn}-\varepsilon_ns_{mn}. \tag{1}
\]
The label \(R\) records that the energy is that of the right-hand state. For \(m=n\) and for \(\varepsilon_m\ne\varepsilon_n\) this yields
\[
\varepsilon_n'=h_{nn}-\varepsilon_ns_{nn},\qquad c_{mn}=\frac{\Gamma^R_{mn}}{\varepsilon_n-\varepsilon_m}. \tag{2}
\]
Differentiating the orthonormality condition gives
\[
c_{nm}^*+s_{mn}+c_{mn}=0. \tag{3}
\]
For \(m=n\) this fixes \(\mathrm{Re}\,c_{nn}=-s_{nn}/2\); the imaginary part is a phase convention and is set to zero. For \(m\ne n\), (2) already satisfies (3): because \(h\) and \(s\) are Hermitian, \(c_{nm}^*=(h_{mn}-\varepsilon_ms_{mn})/(\varepsilon_m-\varepsilon_n)\), and the sum \(c_{mn}+c_{nm}^*\) is \((\varepsilon_m-\varepsilon_n)s_{mn}/(\varepsilon_n-\varepsilon_m)=-s_{mn}\).

If several states share the energy \(\varepsilon\), apply the same projection to a combination \(\sum_na_n\tilde\psi_n\) of them. The term \((\tilde H-\varepsilon S)\tilde\psi'\) projects to zero on every member of the set, and \(\sum_n(h_{mn}-\varepsilon s_{mn})a_n=\varepsilon'a_m\). The first-order level shifts are the eigenvalues of the Hermitian matrix \(h-\varepsilon s\) in the degenerate set.

Define the symmetric vertex with \(\bar\varepsilon=(\varepsilon_m+\varepsilon_n)/2\):
\[
\Gamma^{\rm sym}_{mn}=h_{mn}-\bar\varepsilon s_{mn},\qquad\Gamma^R_{mn}-\Gamma^{\rm sym}_{mn}=(\bar\varepsilon-\varepsilon_n)s_{mn}=\tfrac12(\varepsilon_m-\varepsilon_n)s_{mn}. \tag{4}
\]
\(\Gamma^{\rm sym}\) is Hermitian because \(\bar\varepsilon\) is symmetric in \(m,n\). \(\Gamma^R\) is not: \(\Gamma^R_{mn}-(\Gamma^R_{nm})^*=(\varepsilon_m-\varepsilon_n)s_{mn}\). Used as a transition vertex off shell, it would in general give different strengths to \(n\to m\) and \(m\to n\).

**Limit: shift of the energy zero.** Adding a constant \(c\) to the physical potential sends \(\tilde H\to\tilde H+cS\). The states are unchanged, \(\varepsilon\to\varepsilon+c\) and \(h\to h+cs\). Both \(\Gamma^R\) and \(\Gamma^{\rm sym}\) are unchanged, while \(h\) is not. The sizes of \(h\) and of \(\varepsilon s\) taken separately depend on the energy zero and have no physical meaning.

## 3. The all-electron vertex

Suppose now that a linear map \(T(u)\) gives the all-electron states, \(\Psi_n=T\tilde\psi_n\), with \(H\Psi_n=\varepsilon_n\Psi_n\), \(\langle\Psi_m|\Psi_n\rangle=\delta_{mn}\), \(\tilde H=T^{\dagger}HT\) and \(S=T^{\dagger}T\). Here \(H(u)\) is the mean-field (Kohn-Sham) Hamiltonian in a frame that does not move with the atoms, so \(H'\) is the change of the self-consistent potential. The vertex of electron-phonon theory is \(G_{mn}=\langle\Psi_m|H'|\Psi_n\rangle\).

The product rule gives
\[
h=T'^{\dagger}HT+T^{\dagger}H'T+T^{\dagger}HT',\qquad s=T'^{\dagger}T+T^{\dagger}T' .
\]
Define \(B=T^{\dagger}T'\), so that \(s=B+B^{\dagger}\). Take the element between \(\tilde\psi_m\) and \(\tilde\psi_n\). In the first term of \(h\), \(H\) acts to the right on \(T\tilde\psi_n=\Psi_n\) and gives \(\varepsilon_n\langle\tilde\psi_m|T'^{\dagger}T|\tilde\psi_n\rangle=\varepsilon_n(B^{\dagger})_{mn}\). In the third, \(H\) acts to the left on \(\Psi_m\) and gives \(\varepsilon_mB_{mn}\). The middle term is \(G_{mn}\). Hence
\[
G_{mn}=h_{mn}-\varepsilon_n(B^{\dagger})_{mn}-\varepsilon_mB_{mn}. \tag{5}
\]
Substituting \(B^{\dagger}=s-B\) gives \(G=h-\varepsilon_ns+(\varepsilon_n-\varepsilon_m)B\). Splitting \(B\) into Hermitian and anti-Hermitian parts, \(B=s/2+A\) and \(B^{\dagger}=s/2-A\) with \(A=(B-B^{\dagger})/2\), gives \(-\varepsilon_n(s/2-A)-\varepsilon_m(s/2+A)=-\bar\varepsilon s+(\varepsilon_n-\varepsilon_m)A\). The three forms are
\[
G_{mn}=\Gamma^R_{mn}+(\varepsilon_n-\varepsilon_m)B_{mn}=\Gamma^{\rm sym}_{mn}+(\varepsilon_n-\varepsilon_m)A_{mn}. \tag{6}
\]
\(G\) is Hermitian, since \(A_{nm}^*=-A_{mn}\) and the energy difference also changes sign. On shell \(G=\Gamma^R=\Gamma^{\rm sym}\).

**Limit: the two-level case.** There \(B=X\), \(B_{21}=b\), \((B^{\dagger})_{21}=a\), and (5) gives \(a\varepsilon_1+b\varepsilon_2-\varepsilon_1a-\varepsilon_2b=0\), the true value.

**Limit: rigid translation.** If all atoms move together, every operator is translated, \(O(u)=e^{-u\nabla}Oe^{u\nabla}\), because \(e^{-u\nabla}f(x)=f(x-u)\), with \(\nabla\) the derivative along the displacement. Then \(O'=O\nabla-\nabla O\), and
\[
G_{mn}=\langle\Psi_m|H\nabla-\nabla H|\Psi_n\rangle=(\varepsilon_m-\varepsilon_n)\langle\Psi_m|\nabla|\Psi_n\rangle. \tag{7}
\]
For the smooth problem \(h-\varepsilon_ns=(\tilde H-\varepsilon_nS)\nabla-\nabla(\tilde H-\varepsilon_nS)\). The second term annihilates \(\tilde\psi_n\), and the first acts to the left:
\[
\Gamma^R_{mn}=(\varepsilon_m-\varepsilon_n)\langle\tilde\psi_m|S\nabla|\tilde\psi_n\rangle. \tag{8}
\]
Finally \(B=T^{\dagger}(T\nabla-\nabla T)=S\nabla-T^{\dagger}\nabla T\), so (6) gives \((\varepsilon_m-\varepsilon_n)[S\nabla-S\nabla+T^{\dagger}\nabla T]_{mn}\), which is (7). All vertices vanish on shell, as a translation must not shift or split levels. Off shell, \(G\) measures the all-electron momentum, and \(\Gamma^R\) measures how the smooth function is dragged along, in line with (2) and \(\tilde\psi_n'=-\nabla\tilde\psi_n\).

## 4. Moving atoms

The extra term in (6) has a dynamical meaning. Let \(u=u(t)\) be prescribed and let the electron obey \(i\partial_t\Psi=H(u)\Psi\), with \(H\) following \(u\) instantaneously (adiabatic screening). With \(\Psi=T\tilde\psi\), \(\partial_t\Psi=T\dot{\tilde\psi}+\dot u\,(dT/du)\tilde\psi\). Multiplying by \(T^{\dagger}\),
\[
iS\dot{\tilde\psi}=(\tilde H-i\dot uB)\tilde\psi, \tag{9}
\]
where \(B=T^{\dagger}dT/du\) at the current \(u\). The norm is conserved: from (9), \(2\,\mathrm{Re}\langle\tilde\psi|S|\dot{\tilde\psi}\rangle=-\dot u\langle B+B^{\dagger}\rangle\), because the \(\tilde H\) term is imaginary, and this cancels \(\dot u\langle dS/du\rangle\).

Write \(\tilde\psi=\sum_ma_me^{-i\varepsilon_mt}\tilde\psi_m\) with \(a_n=1\) at zeroth order, put \(S\to S+us\), \(\tilde H\to\tilde H+uh\), keep first order and project on \(\tilde\psi_m\), \(m\neq n\). On the left, \(S\) gives \((i\dot a_m+\varepsilon_ma_m)e^{-i\varepsilon_mt}\), and \(us\) acting on \(i\dot{\tilde\psi}\approx\varepsilon_n\tilde\psi_ne^{-i\varepsilon_nt}\) gives \(u\varepsilon_ns_{mn}e^{-i\varepsilon_nt}\). On the right stand \(\varepsilon_ma_me^{-i\varepsilon_mt}\) and \((uh_{mn}-i\dot uB_{mn})e^{-i\varepsilon_nt}\). Therefore
\[
i\dot a_m=e^{i(\varepsilon_m-\varepsilon_n)t}\left[u\,\Gamma^R_{mn}-i\dot u\,B_{mn}\right].
\]
Take \(u=u_0\sin\omega t=u_++u_-\) with \(u_-=\tfrac i2u_0e^{-i\omega t}\) and \(u_+=u_-^*\). For \(u_-\), \(-i\dot u_-=-i(-i\omega)u_-=-\omega u_-\). At resonance, \(\omega=\varepsilon_m-\varepsilon_n\), this part is constant in time. The part from \(u_+\) oscillates as \(e^{2i\omega t}\) and integrates to zero over whole periods, when also \(u=0\) and \(a_m\) equals the all-electron amplitude. Then
\[
|a_m(t)|=\tfrac12u_0t\,\left|\Gamma^R_{mn}-\omega B_{mn}\right|=\tfrac12u_0t\,|G_{mn}|, \tag{10}
\]
by (6). A real transition that absorbs the quantum \(\omega\) is governed by \(G\). Omitting the velocity term leaves \(\Gamma^R\) and an equation that does not conserve the norm. Keeping only the Hermitian half, \(B\to s/2\), restores the norm and leaves \(\Gamma^R-\omega s/2=\Gamma^{\rm sym}\) by (4). The symmetric vertex is thus the answer for a map whose \(A\) vanishes.

A four-level model shows (10) in numbers. The all-electron Hamiltonian is \(\mathrm{diag}(0,\,1,\,1.7,\,2.9)\) Ha plus \(u\) times a fixed real symmetric matrix whose element between the second and first level is \(G_{10}=0.3\) Ha, with \(u\) dimensionless and the levels numbered from 0. The map is \(T=T_0+uX_1\) with fixed real matrices; in the all-electron basis \(B=X_1T_0^{-1}\), and for the matrices chosen \(B_{10}=0.2216\). Only these two elements enter (10). From (6), \(\Gamma^R_{10}=G_{10}+\omega B_{10}=0.3+1\times0.2216=0.5216\) Ha. Equation (9), with its full dependence on \(u\), was integrated by an adaptive eighth-order Runge-Kutta method from the lowest level, with \(\omega=1\) Ha and \(u_0=10^{-5}\), over ten periods, \(t=62.832\). The rate \(2|a_1|/(u_0t)\) is 0.3000 Ha with the velocity term and 0.5216 Ha without it.

## 5. What \(\tilde H\) and \(S\) leave open

Let \(U(u)\) be unitary and set \(T_2=UT\), \(H_2=UHU^{\dagger}\). Then \(T_2^{\dagger}H_2T_2=\tilde H\) and \(T_2^{\dagger}T_2=S\): the smooth problem is the same. But
\[
B_2=T^{\dagger}U^{\dagger}(U'T+UT')=B+T^{\dagger}(U^{\dagger}U')T .
\]
Differentiating \(U^{\dagger}U=1\) shows that \(U^{\dagger}U'\) is anti-Hermitian, so \(s\) is untouched and \(A\) changes by an arbitrary anti-Hermitian operator. PAW specifies \(T\) and so fixes \(A\). The augmentation functions carry more than \(S\). If the density operator \(K(x)\) of (15) comes from one invertible map, its elements are \(\Psi_m^*(x)\Psi_n(x)\), and \(U\) leaves them unchanged only if it is a local phase; for real functions \(B_{mn}=\int K_{mn}K'_{nn}/(2K_{nn})\,dx\) where \(K_{nn}\neq0\), with \(K'\) taken at fixed \(\tilde\psi\), so \(A\) is then fixed as well. An ultrasoft potential whose augmentation functions and coefficients do not come from one map, like version US of section 10, has no \(T\) that reproduces \(K(x)\), and its off-shell vertex needs a convention or the atomic partial waves from which it was built.

One convention is symmetric (Löwdin) orthogonalization, \(T=Y\equiv S^{1/2}\), with \(H_L=Y^{-1}\tilde HY^{-1}\). Differentiating \(Y^2=S\) gives \(Y'Y+YY'=s\). In the orthonormal eigenbasis of \(S\), with eigenvalues \(\sigma_a=r_a^2\), this reads \(Y'_{ab}(r_a+r_b)=s_{ab}\). Then \(B_{ab}=r_aY'_{ab}\) and \((B^{\dagger})_{ab}=(Y'Y)_{ab}=Y'_{ab}r_b\), so
\[
A^L_{ab}=\frac12\,\frac{r_a-r_b}{r_a+r_b}\,s_{ab},\qquad G^L_{mn}=\langle Y\tilde\psi_m|H_L'|Y\tilde\psi_n\rangle=\Gamma^{\rm sym}_{mn}+(\varepsilon_n-\varepsilon_m)A^L_{mn}. \tag{11}
\]

This part has derived the all-electron vertex \(G\) from \(h\), \(s\) and the map \(T\), and has shown that \(\tilde H(u)\) and \(S(u)\) alone fix it only between levels of equal energy. It remains to express \(s\), \(A\) and the vertex through PAW one-centre quantities, to find the screened change of potential, and to test the results on a model crystal.
